# Threshold stress for 90 degree ferroelectric switching from the work criterion

## The problem

A tetragonal ferroelectric crystal is a single domain with its polarization along \(+z\). Its spontaneous polarization is \(P=0.3\ \mathrm{C/m^2}\), its coercive field is \(E_c=1\ \mathrm{MV/m}\), and its switching strain is \(S=0.01\). Here \(S\) is the spontaneous strain along the polar axis minus that across it, so a 90 degree jump shortens the crystal along its old polar axis by the full strain \(S\).

The work criterion states that a domain jumps to another variant when the applied loads would do enough work on the jump:

\[
\mathbf E\cdot\Delta\mathbf P+\boldsymbol\sigma:\Delta\boldsymbol\varepsilon\ \ge\ w .
\]

Both sides are energies per unit volume, and \(\boldsymbol\sigma:\Delta\boldsymbol\varepsilon\) means \(\sum_{ij}\sigma_{ij}\Delta\varepsilon_{ij}\). The threshold \(w\) is taken to be the same for every jump. It is fixed by the electrical experiment in which the polarization reverses by 180 degrees at \(E_c\).

(a) With no field applied, what uniaxial compression along \(z\) causes 90 degree switching? Which other simple stresses do so?

(b) How does the answer change if the load is tilted, or if a field acts as well?

(c) For what kind of domain is the answer meaningful?

## A tempting solution

A 90 degree jump takes the polarization from \(z\) to \(x\). Its component along \(x\) grows from zero to \(P\). A coercive field along \(x\) would therefore do the work \(PE_c\), and this looks like the energy needed for the jump. Compression of magnitude \(s\) does the work \(sS\), so

\[
sS=PE_c,\qquad
s=\frac{0.3\times1}{0.01}\ \mathrm{MPa}=30\ \mathrm{MPa}.
\]

The units are right, since \(1\ \mathrm{C/m^2}\times1\ \mathrm{MV/m}=1\ \mathrm{MJ/m^3}\), and the mechanical work is right too.

## Where it fails

The fault is the assumption that a field of size \(E_c\) along \(x\) causes the 90 degree jump. The coercive field was measured in a different experiment, with the field opposed to the polarization. There \(P_z\) goes from \(-P\) to \(+P\), a change of \(2P\), and the work at the jump is

\[
w=E_c\,[P-(-P)]=2PE_c=0.6\ \mathrm{MJ/m^3}.
\]

The hysteresis loop confirms the factor. On an ideal square loop the polarization changes by \(+2P\) at field \(+E_c\) and by \(-2P\) at field \(-E_c\). Both products are positive, so the loop area is \(4PE_c=1.2\ \mathrm{MJ/m^3}\). The crystal returns to its initial state, so this energy is dissipated, half of it in each reversal.

With this \(w\), a field along \(x\) causes the 90 degree jump when \(PE=2PE_c\), that is, at \(E=2E_c\). The tempting solution used half the required field, and so found half the required energy.

The value 30 MPa does belong to a different model. Suppose a reversal consists of two successive 90 degree steps, each with its own threshold. At the first step the opposing field does the work \(PE\), so a coercive field \(E_c\) would imply a 90 degree threshold of \(PE_c\). A square loop alone does not tell the two models apart. The common threshold is thus a physical assumption of the criterion stated here, and energy conservation does not impose it.

## The threshold stress

Let \(\mathbf n\) be the unit vector along the polarization. Apart from an isotropic part common to all variants, the spontaneous strain is

\[
\varepsilon_{ij}(\mathbf n)=S\left(n_in_j-\tfrac13\delta_{ij}\right).
\]

Its axial component is \(2S/3\) and its transverse components are \(-S/3\), which differ by \(S\) as required. For the jump from \(z\) to \(x\), subtraction gives

\[
\Delta\mathbf P=P(1,0,-1),\qquad
\Delta\boldsymbol\varepsilon=S\,\mathrm{diag}(1,0,-1).
\]

Count tension as positive, so that compression of magnitude \(s\) along \(z\) has \(\sigma_{zz}=-s\). The work is

\[
\sigma_{zz}\Delta\varepsilon_{zz}=(-s)(-S)=sS .
\]

Equating this to \(w\) gives

\[
s_c=\frac{2PE_c}{S}
=\frac{0.6\ \mathrm{MJ/m^3}}{0.01}=60\ \mathrm{MPa}.
\]

A numerical solution for the stress at which the most favoured of all possible jumps just receives the work \(w\), with full tensors, also gives 60.00 MPa.

The same tensors settle the other simple loads:

- **Tension along \(x\)** does the work \((+s)(+S)\), so its threshold is also 60 MPa.
- **Tension along \(z\)** does the work \(-sS\) on a 90 degree jump. It stabilizes the domain against such jumps.
- **Pure shear** with \(\sigma_{xx}=+s\) and \(\sigma_{zz}=-s\) does the work \(2sS\), so its threshold is 30 MPa. A shear stress \(\sigma_{xz}\) does no work, because every \(\Delta\boldsymbol\varepsilon\) is diagonal in the crystal axes.
- **Hydrostatic pressure** does no work, because \(\Delta\boldsymbol\varepsilon\) has zero trace.
- **A 180 degree jump** leaves the strain unchanged, since \(\mathbf n\) and \(-\mathbf n\) give the same \(n_in_j\). Stress alone does no work on it.

Under compression along \(z\), the four variants \(\pm x,\pm y\) are equally favoured. If they form in equal amounts, the average polarization vanishes and the crystal is depoled. Removing the stress does not restore it in this model, because with no load there is no work available for the jump back.

## Two readings of the data that change the number

The phrase "switching strain" must refer to the change on switching. If 0.01 were instead the axial strain of a volume-preserving distortion, the transverse strain would be \(-0.005\). The change along \(z\) would then be \(-0.005-0.01=-0.015\), and the threshold would fall to \(0.6/0.015=40\) MPa.

One may also choose a threshold proportional to the length of the polarization change. For a 90 degree jump \(|\Delta\mathbf P|=\sqrt2P\), which gives \(w=\sqrt2PE_c\) and a stress of 42.4 MPa. That is a different criterion from the one posed.

## A tilted load

Let the compression act along \(\mathbf m=(\sin\theta,0,\cos\theta)\), so that \(\sigma_{ij}=-s\,m_im_j\). The work on the jump to \(x\) is

\[
-s\left(S\sin^2\theta-S\cos^2\theta\right)
=sS(\cos^2\theta-\sin^2\theta).
\]

For the jump to \(y\), \(\Delta\boldsymbol\varepsilon=S\,\mathrm{diag}(0,1,-1)\). Since \(m_y=0\), the work is \(sS\cos^2\theta\). This is never smaller than the first result, because the new long axis lies at right angles to the load. The \(y\) variants therefore set the threshold:

\[
s_c(\theta)=\frac{2PE_c}{S\cos^2\theta}.
\]

It is 67.9 MPa at 20 degrees, 120 MPa at 45 degrees and 240 MPa at 60 degrees. It diverges as \(\theta\to90^\circ\), where the load presses across the polar axis and has no 90 degree jump left to drive.

This formula holds for a tilt towards \(x\) and, by symmetry, towards \(y\). For a general load direction \(\mathbf m\) at the angle \(\theta\) to \(z\), the jumps to \(x\) and \(y\) receive the work \(sS(\cos^2\theta-m_x^2)\) and \(sS(\cos^2\theta-m_y^2)\). If \(m_x\) and \(m_y\) are both nonzero, both are smaller than \(sS\cos^2\theta\), so the threshold is higher than the formula gives. It ceases to exist once \(\cos^2\theta\) is no larger than the smaller of \(m_x^2\) and \(m_y^2\); for \(m_x=m_y\) this happens already at \(\theta=54.7^\circ\).

## Stress and field together

Keep the compression along \(z\) fixed at \(s\), and raise a field of magnitude \(E\) along \(-z\). For a 90 degree jump \(\Delta P_z=-P\), so the electrical work is \(+PE\), and the condition is

\[
PE+sS\ge2PE_c
\quad\Longrightarrow\quad
E_{90}=2E_c-\frac{sS}{P}.
\]

For a 180 degree jump the work is \(2PE\), so within the criterion \(E_{180}=E_c\) whatever the stress. The jump with the lower field happens first. The two fields are equal when

\[
2E_c-\frac{sS}{P}=E_c
\quad\Longrightarrow\quad
s=\frac{PE_c}{S}=30\ \mathrm{MPa}.
\]

At 15 MPa the 90 degree route would need \(2-0.5=1.5\) MV/m, so the domain reverses directly at 1 MV/m. At 45 MPa the 90 degree route needs \(2-1.5=0.5\) MV/m and comes first. The figure of 30 MPa thus has a meaning within the criterion: it is the stress at which the first jump changes from 180 to 90 degrees. Above it, the first jump does not complete the reversal. The compression holds the domain in its transverse state, and the second jump, to \(-z\), needs \(PE-sS\ge2PE_c\), which at 45 MPa means 3.5 MV/m.

A field along \(+z\) opposes depoling. The electrical work on the 90 degree jump is then \(-PE\), and the threshold stress becomes

\[
s_c(E)=\frac{2PE_c+PE}{S}.
\]

A holding field of 0.5 MV/m raises it from 60 to \((0.60+0.15)/0.01=75\) MPa.

## Corrections for a free domain

**Elastic compliance.** The crystal has compliance \(s_{33}\) along its polar axis and \(s_{11}\) across it. Under an axial stress \(\sigma\), the Gibbs energy density is \(-\sigma\varepsilon_s-\tfrac12 s_{\rm el}\sigma^2\), where \(\varepsilon_s\) is the spontaneous strain and \(s_{\rm el}\) the compliance along the load. With \(\sigma=-s\), the values before and after the jump are

\[
g_0=\tfrac23sS-\tfrac12s_{33}s^2,\qquad
g_1=-\tfrac13sS-\tfrac12s_{11}s^2 .
\]

The energy released is \(g_0-g_1=sS-\tfrac12(s_{33}-s_{11})s^2\), and this now has to reach \(w\). If the polar axis is the more compliant one, the threshold rises. For an illustrative difference of 5 per TPa the rise is 0.93 MPa, under 2 percent of 60 MPa. The difference depends on the material, and a larger one gives a larger rise.

**Piezoelectric coupling.** When stress and field act together, the Gibbs energy also contains \(-d_{33}\sigma E_z\), and \(d_{33}\) changes sign on reversal. The energy released by the 180 degree jump becomes \(2E(P-d_{33}s)\), so \(E_{180}=E_cP/(P-d_{33}s)\). For an illustrative \(d_{33}=400\) pC/N at 30 MPa the rise is 4 percent.

**Thermal activation.** Suppose switching starts in a nucleus of volume \(V\) with barrier \((w-sS)V\), and that the waiting time is \(t=t_0\exp[(w-sS)V/k_BT]\). Taking the logarithm and solving for the stress gives

\[
s=\frac wS-\frac{k_BT}{VS}\ln\frac t{t_0}.
\]

For a cube of side 10 nm at 300 K, with \(t=1\) s and \(t_0=1\) ps, the threshold falls by 11.4 MPa. The shift varies as \(1/V\), so it depends strongly on the assumed nucleus. The assumed barrier also leaves out the misfit and charge energy of a compact nucleus, which the next section shows can be several times \(w\), and the energy of the domain walls around it, which weighs most in a small nucleus. The figure therefore gives the size of the thermal term under this assumption and does not predict a real switching stress. It is measured from a threshold without thermal activation. If \(E_c\) was measured at the temperature of use, part or all of the effect is already contained in it.

## What the surroundings cost

A region that switches inside an unswitched crystal no longer fits its surroundings. Write \(\mathbf e=\Delta\boldsymbol\varepsilon\), and take an isotropic elastic medium with shear modulus \(\mu\), Lamé constant \(\lambda\) and Poisson ratio \(\nu\). The shape of the region can be decomposed into plane waves. For a wave with direction \(\mathbf n\), the strain allowed by a continuous displacement is \(\tfrac12(n_ia_j+a_in_j)\), with \(\mathbf a\) free to adjust. With \(\mathbf q=\mathbf e\mathbf n\) and \(\mathbf e\) traceless, the elastic energy density is

\[
u=\mu\left[\tfrac12a^2+\tfrac12(\mathbf n\cdot\mathbf a)^2-2\mathbf a\cdot\mathbf q+\mathbf e:\mathbf e\right]+\tfrac\lambda2(\mathbf n\cdot\mathbf a)^2 .
\]

Split \(\mathbf a\) and \(\mathbf q\) into parts along \(\mathbf n\) (subscript \(n\)) and across it (subscript \(t\)). Minimization gives \(\mathbf a_t=2\mathbf q_t\) and \(a_n=2\mu q_n/(\lambda+2\mu)\). These lower the energy by \(2\mu q_t^2\) and \(2\mu^2q_n^2/(\lambda+2\mu)\). With \(q_t^2=q^2-q_n^2\) and \(\mu/(\lambda+2\mu)=(1-2\nu)/[2(1-\nu)]\), the result is

\[
u(\mathbf n)=\mu\left[\mathbf e:\mathbf e-2q^2+\frac{q_n^2}{1-\nu}\right].
\]

For a sphere all directions carry equal weight. The averages for a traceless symmetric tensor are \(\langle q^2\rangle=\mathbf e:\mathbf e/3\) and \(\langle q_n^2\rangle=2\,\mathbf e:\mathbf e/15\). Since \(\mathbf e:\mathbf e=2S^2\),

\[
u_{\rm sphere}=2\mu S^2\left[\frac13+\frac{2}{15(1-\nu)}\right]
=2\mu S^2\,\frac{7-5\nu}{15(1-\nu)} .
\]

A Young modulus of 70 GPa and \(\nu=0.3\) give \(\mu=26.9\) GPa and \(u_{\rm sphere}=2.82\ \mathrm{MJ/m^3}\), more than four times \(w\).

The bound charge is treated in the same way. Without free charge, in a medium of permittivity \(\epsilon\), a wave along \(\mathbf n\) costs \((\Delta\mathbf P\cdot\mathbf n)^2/2\epsilon\). The average over directions is \(|\Delta\mathbf P|^2/6\epsilon=P^2/3\epsilon\). For a relative permittivity of 1000 this is \(3.39\ \mathrm{MJ/m^3}\). A spherical grain switching alone and as a whole would then need

\[
\frac{0.60+2.82+3.39}{0.01}\ \mathrm{MPa}\approx 681\ \mathrm{MPa}.
\]

This takes the elastic constants to be the same before and after the jump, and it adds the elastic and electric costs as if there were no piezoelectric coupling between them. At so high a stress the compliance term of the previous section is no longer negligible. The charge term also implies a field \(|\Delta\mathbf P|/3\epsilon\approx16\) MV/m inside the sphere, sixteen times \(E_c\), where neither a constant permittivity nor unswitched neighbours can be taken for granted. The figure therefore shows that the surroundings can dominate the threshold, but it does not predict a switching stress.

A thin lamella contains, apart from its edges, waves along its normal alone. For \(\mathbf n=(1,0,1)/\sqrt2\) one finds \(\mathbf q=S(1,0,-1)/\sqrt2\), hence \(q^2=S^2\) and \(q_n=0\). The misfit energy is \(\mu(2S^2-2S^2)=0\), and \(\Delta\mathbf P\cdot\mathbf n=0\) as well. This is the orientation of a 90 degree domain wall. The orientation matters: a plate with its normal along \(z\) has \(q^2=q_n^2=S^2\) and costs \(\mu S^2/(1-\nu)=3.85\ \mathrm{MJ/m^3}\) in elastic energy alone; its bound charge adds \(P^2/2\epsilon=5.08\ \mathrm{MJ/m^3}\).

This answers part (c). The 60 MPa threshold applies to a crystal free to change shape, with its surface charge compensated both before and after the jump. It also applies to switching by compatible lamellae, under two conditions. They must be thin enough compared with their width that their edge energy, elastic and electric, is small compared with \(w\). For a flat ellipsoid with the constants above, this calls for a thickness well below a hundredth of the width. They must also be thick enough that the energy of their two domain walls is small, since per unit volume this energy grows as the inverse of the thickness. It does not describe an isolated grain held by unswitched neighbours.

## Comparison with a real material

The polarization and coercive field (30 μC/cm², 10 kV/cm) are roughly those measured on poled ceramics of soft lead zirconate titanate; the spontaneous polarization of a single domain is larger. The strain is on the low side: the lattice distortion of tetragonal compositions close to the boundary with the rhombohedral phase is nearer 0.02, which at fixed \(P\) and \(E_c\) would halve the threshold to 30 MPa. The larger polarization of a single domain acts the other way, since the threshold is proportional to \(P\). A ceramic breaks the assumption of one aligned, free domain. Its grains are tilted, which by the results above at least doubles the threshold at 45 degrees, and they constrain one another. One should therefore expect a spread of switching stresses instead of a single value. For loading in tension across the polar axis, 60 MPa is also comparable with the rough tensile strength of such ceramics, so a part may crack before it switches. The numerical output below lists the inputs and main results of the model calculations.

## Values computed for the example and the checks

```
polarization P: 0.30 C/m^2
coercive field Ec: 1.00 MV/m
switching strain S: 0.010
simulated loop area: 1.200 MJ/m^3
threshold work w: 0.600 MJ/m^3
threshold, compression along polar axis: 60.00 MPa
threshold, tension across polar axis: 60.00 MPa
threshold, compression tilted 20 degrees: 67.9 MPa
threshold, compression tilted 45 degrees: 120.0 MPa
threshold, compression tilted 60 degrees: 240.0 MPa
stress where 90 and 180 degree routes cross: 30.0 MPa
opposed switching field at 15 MPa: 1.000 MV/m
opposed switching field at 45 MPa: 0.500 MV/m
holding field along P: 0.50 MV/m
threshold under holding field: 75.0 MPa
if 0.01 is axial deviatoric strain: 40.0 MPa
if 90 degree work is sqrt(2) P Ec: 42.4 MPa
compliance difference s33-s11: 5.0 1/TPa
compliance raises threshold by: 0.93 MPa
temperature: 300 K
nucleus side: 10 nm
waiting time: 1 s
attempt time: 1 ps
thermal activation lowers threshold by: 11.4 MPa
Young modulus: 70 GPa
Poisson ratio: 0.30
shear modulus: 26.9 GPa
sphere factor beta: 0.476
relative permittivity: 1000
misfit energy, spherical grain: 2.82 MJ/m^3
depolarization energy, spherical grain: 3.39 MJ/m^3
misfit energy, lamella normal (1,0,1): 0.00 MJ/m^3
misfit energy, plate normal (0,0,1): 3.85 MJ/m^3
threshold of a blocked spherical grain: 681 MPa
```
